\section*{Wave-Function Matching, the Transmission Trace Formula and Evanescent Modes}

\section{A chain with one open and one closed channel}

Take an infinite chain with one orbital per site, site energy zero and hopping $-\gamma$, where $\gamma>0$. With $\hbar=1$ and unit lattice spacing, a wave $e^{ikj}$ on site $j$ has
\begin{equation}
E=-2\gamma\cos k,\qquad v=\frac{dE}{dk}=2\gamma\sin k .
\label{chain}
\end{equation}
Let $0<k<\pi$, so that $v>0$, and shift the energy of site $0$ by $\varepsilon$. Matching uses $\psi_j=e^{ikj}+re^{-ikj}$ for $j\le0$ and $\psi_j=te^{ikj}$ for $j\ge0$. Continuity at $j=0$ gives $r=t-1$. The equation at that site is
\begin{align}
(E-\varepsilon)t&=-\gamma\left(e^{-ik}+re^{ik}+te^{ik}\right)\nonumber\\
&=-\gamma\left(e^{-ik}-e^{ik}+2te^{ik}\right)=iv-2\gamma te^{ik}.
\end{align}
Since $E+2\gamma e^{ik}=2i\gamma\sin k=iv$, this gives $t=iv/(iv-\varepsilon)$ and $T=v^2/(v^2+\varepsilon^2)$.

The Green's function route keeps only site $0$. In an outgoing wave the neighbour's amplitude is $e^{ik}$ times that of site $0$, so each half-chain contributes $\Sigma=-\gamma e^{ik}$. Then
\begin{equation}
\Gamma=i(\Sigma-\Sigma^*)=2\gamma\sin k=v,\qquad
G=\frac1{E-\varepsilon-2\Sigma}=\frac1{iv-\varepsilon},
\end{equation}
and $\Gamma G\Gamma G^*=v^2/(v^2+\varepsilon^2)$, the same transmission.

Now set $\varepsilon=0$ and add a second chain with site energy $\Delta$ and the same hopping, at an energy below its band: $E=\Delta-2\gamma\cosh\kappa$, $\kappa>0$. The chains are coupled only at site $0$, by $w$, and there the second chain's level is shifted by $u$. Its outgoing solution decays as $e^{-\kappa|j|}$, so its self-energy is the real number $-\gamma e^{-\kappa}$ from each side, and its $\Gamma$ is zero. Its inverse propagator at site $0$, before the coupling $w$, is
\begin{equation}
E-\Delta-u+2\gamma e^{-\kappa}=-(2\gamma\sinh\kappa+u).
\end{equation}
Eliminating this orbital leaves the first chain with an effective site energy:
\begin{equation}
T=\frac{v^2}{v^2+W^2},\qquad W=-\frac{w^2}{2\gamma\sinh\kappa+u}.
\label{closed}
\end{equation}
The closed channel carries no current to infinity, yet it changes $T$. Without its self-energy, $\sinh\kappa$ would be replaced by $\cosh\kappa$. The transmission vanishes when $u=-2\gamma\sinh\kappa$, which requires $u<0$. The energy is then the bound level below the band of the second chain, and the zero is seen when this level lies inside the band of the first:
\begin{equation}
E_b=\Delta-\sqrt{4\gamma^2+u^2}.
\label{bound}
\end{equation}
In this case the evanescent mode affects $G$ but not $\Gamma$. When an evanescent mode of a lead is not orthogonal to the open modes, it affects both.

\section{Lead modes and their current}

Consider non-interacting electrons in an orthonormal localized basis. Each lead consists of identical cells with $N$ orbitals, Hermitian cell block $H_0$ and hopping $B=H_{i,i+1}$, assumed invertible. The two leads may differ; their labels are suppressed until needed. In a lead,
\begin{equation}
(E-H_0)\psi_i=B\psi_{i+1}+B^\dagger\psi_{i-1}.
\label{lead}
\end{equation}
For real $E$, the modes $\psi_i=\lambda^iu$ obey
\begin{equation}
P(\lambda)u=0,\qquad P(\lambda)=E-H_0-\lambda B-\lambda^{-1}B^\dagger .
\label{mode}
\end{equation}
Equation \eqref{lead} fixes a solution from two neighbouring cells, so there are $2N$ modes. I assume that they are complete, meaning that the vectors $(u,\lambda u)$ are linearly independent.

Because $P(\lambda)^\dagger=P(1/\lambda^*)$, the zeros of $\det P$ occur in pairs $\lambda,1/\lambda^*$ of equal multiplicity. Decaying modes, $|\lambda|<1$, are therefore as numerous as growing ones. Propagating modes have $\lambda=e^{ik}$ and lie on the bands of $H(k)=H_0+Be^{ik}+B^\dagger e^{-ik}$. Let no band have zero slope at $E$; this excludes band edges and any other stationary points of the bands. As $k$ advances by $2\pi$, the number of bands below $E$ returns to its initial value. A crossing with positive slope lowers this number by one, and one with negative slope raises it by one, so right- and left-movers are equally numerous.

Call the $N$ modes that move or decay to the right the set $+$, and the other $N$ the set $-$. Their vectors form the columns of $U_\pm$ and their factors the diagonal matrices $\Lambda_\pm$.

For two solutions $\phi,\psi$ at the same energy define
\begin{equation}
J_i(\phi,\psi)=-i\left[\phi_i^\dagger B^\dagger\psi_{i-1}-\phi_{i-1}^\dagger B\psi_i\right].
\label{current}
\end{equation}
For $\phi=\psi$ this is the probability current from cell $i-1$ into cell $i$. To see that it is conserved, multiply \eqref{lead} for $\psi$ by $\phi_i^\dagger$, and multiply the adjoint equation for $\phi$ by $\psi_i$. The left sides agree, hence
\begin{equation}
\phi_i^\dagger B\psi_{i+1}+\phi_i^\dagger B^\dagger\psi_{i-1}
=\phi_{i+1}^\dagger B^\dagger\psi_i+\phi_{i-1}^\dagger B\psi_i .
\end{equation}
Rearranged, this is $J_i=J_{i+1}$. For modes $m$ and $n$, moving one cell also multiplies $J$ by $\lambda_m^*\lambda_n$, so
\begin{equation}
(1-\lambda_m^*\lambda_n)J_{mn}=0 .
\label{orth}
\end{equation}
A propagating mode thus has no cross current with an evanescent one, nor with a propagating mode of different $\lambda$. If several propagating modes share one $\lambda$, choose them orthonormal and such that $J$ is diagonal. Two decaying modes also have $J_{mn}=0$, because $|\lambda_m^*\lambda_n|<1$; the same holds for two growing modes.

For a normalized propagating mode, put $z=\lambda^{-1}u^\dagger B^\dagger u$. Then \eqref{current} gives $J_{nn}=-i(z-z^*)=2\,\mathrm{Im}\,z$. The derivative of the band energy is
\begin{equation}
v=u^\dagger\frac{dH}{dk}u=i(z^*-z)=2\,\mathrm{Im}\,z=J_{nn},
\label{velocity}
\end{equation}
so the current of a normalized mode is its group velocity.

\section{What the self-energy contains}

Let the last cell kept on the right be cell $R$, itself a lead cell. An outgoing solution is $\psi_{R+j}=U_+\Lambda_+^jc$ for $j\ge0$. To express it through $\psi_R$, one must invert $U_+$.

Suppose $U_+c=0$ with $c\ne0$. Then $\psi_R=0$, and the cells beyond $R$ hold a solution of the lead terminated there. Its current $J_{R+1}$ vanishes, since both terms of \eqref{current} contain $\psi_R$. By \eqref{orth} and \eqref{velocity} the current is also $\sum v_n|c_n|^2$ over open modes with $v_n>0$, so every open coefficient is zero. What remains decays, and by completeness it is not identically zero. It is a bound state of the terminated lead. I exclude energies at which either terminated lead has such a state; $U_+$ on the right and, by the mirrored argument, $U_-$ on the left are then invertible.

Hence $\psi_{R+1}=U_+\Lambda_+U_+^{-1}\psi_R$, and the lead enters the equation of cell $R$ through
\begin{equation}
\Sigma_R=BU_+\Lambda_+U_+^{-1}.
\label{SR}
\end{equation}
At the first kept cell, numbered $0$, the same reasoning gives
\begin{equation}
\Sigma_L=B^\dagger U_-\Lambda_-^{-1}U_-^{-1}.
\label{SL}
\end{equation}

These are the retarded self-energies. When $E\to E+i\eta$ with $\eta\to0^+$, a propagating mode has $k\to k+i\eta/v$ and $|\lambda|=e^{-\eta/v}$. Right-movers join the modes that decay to the right, so the set $+$ is the set of normalizable solutions there. With $g$ the retarded Green's function of the terminated lead at its surface cell, the term $B^\dagger\psi_R$ acts as a source: $\psi_{R+1}=gB^\dagger\psi_R$. Therefore $\Sigma_R=BgB^\dagger$, which can be computed without any modes.

Define $\Gamma=i(\Sigma-\Sigma^\dagger)$. From \eqref{SR}, $\Sigma_Ru_n=\lambda_nBu_n$ for $n$ in the set $+$, and
\begin{equation}
u_m^\dagger\Gamma_Ru_n=i\left[\lambda_nu_m^\dagger Bu_n-\lambda_m^*u_m^\dagger B^\dagger u_n\right]=J_{mn}.
\end{equation}
The last equality is \eqref{current} evaluated between a cell where the modes are $u$ and the next, where they are $\lambda u$. Thus $U_+^\dagger\Gamma_RU_+$ is diagonal, with $v_n$ for open modes and zero for evanescent ones. Let $\tilde u_n^\dagger$ be the rows of $U_+^{-1}$, so that $\tilde u_m^\dagger u_n=\delta_{mn}$. Then
\begin{equation}
\Gamma_R=\sum_{n\ \mathrm{open}}v_n\tilde u_n\tilde u_n^\dagger,\qquad
\Gamma_Ru_e=0\quad\text{for evanescent }u_e .
\label{GR}
\end{equation}
The rank of $\Gamma_R$ is the number of open channels. Each dual vector $\tilde u_n$ must nevertheless be orthogonal to every other outgoing vector, including the evanescent ones. If $U_+$ is unitary, $\tilde u_n=u_n$ and this dependence disappears, as for the two chains above.

On the left, $\Sigma_Lu_n=\lambda_n^{-1}B^\dagger u_n$ for $n$ in the set $-$. The same calculation gives $u_m^\dagger\Gamma_Lu_n=-J_{mn}$, which is $|v_n|\delta_{mn}$ for open modes and zero otherwise. So $\Gamma_L$ is positive semidefinite, and its rank is the number $p$ of open channels in the left lead.

\section{Matching and the trace formula}

Let $H_C$ be the Hamiltonian of the region from cell $0$ to cell $R$, whose interior is arbitrary. A propagating mode $m$ arrives from the left:
\begin{equation}
\psi_i=\lambda_m^iu_m+U_-\Lambda_-^ib\quad(i\le0),\qquad
\psi_i=U_+\Lambda_+^{i-R}\tau\quad(i\ge R).
\label{match}
\end{equation}
Evanescent waves growing away from the region are absent because the wave function must stay bounded. Those decaying away from it are included in $b$ and $\tau$. The amplitudes normalized to unit current are
\begin{equation}
t_{nm}=\sqrt{v_n/v_m}\,\tau_n\qquad(n,m\text{ open}).
\label{t}
\end{equation}

At cell $0$, \eqref{match} gives $U_-b=\psi_0-u_m$. The term from cell $-1$ is therefore
\begin{align}
B^\dagger\psi_{-1}&=\lambda_m^{-1}B^\dagger u_m+B^\dagger U_-\Lambda_-^{-1}b\nonumber\\
&=\lambda_m^{-1}B^\dagger u_m+\Sigma_L(\psi_0-u_m)=\Sigma_L\psi_0+q_m,\\
q_m&=\lambda_m^{-1}B^\dagger u_m-\Sigma_Lu_m .
\label{q}
\end{align}
The matching equations are thus $(E-H_C-\Sigma_L-\Sigma_R)\psi=q_m$, with the source in cell $0$. Let the joined system have no bound state at $E$, so that $G=(E-H_C-\Sigma_L-\Sigma_R)^{-1}$ exists. With $G_{RL}$ its block from cell $0$ to cell $R$,
\begin{equation}
\tau_n=\tilde u_n^\dagger G_{RL}q_m .
\label{tau}
\end{equation}

The source simplifies through current conservation. The incoming mode $m$ has zero cross current with each of the $N$ modes $n$ of the set $-$, evanescent or open. For mode $n$, $B^\dagger\phi_{-1}=\Sigma_Lu_n$, so $\phi_{-1}^\dagger B=u_n^\dagger\Sigma_L^\dagger$. Then $J_0(n,m)=0$ reads
\begin{equation}
u_n^\dagger\left[\lambda_m^{-1}B^\dagger u_m-\Sigma_L^\dagger u_m\right]=0 .
\end{equation}
The $N$ vectors $u_n$ span the space, so the bracket vanishes:
\begin{equation}
\lambda_m^{-1}B^\dagger u_m=\Sigma_L^\dagger u_m,\qquad
q_m=(\Sigma_L^\dagger-\Sigma_L)u_m=i\Gamma_Lu_m .
\label{source}
\end{equation}

Next, take two incoming propagating modes $n,m$. The adjoint of the first relation in \eqref{source} is $u_n^\dagger\Sigma_L=u_n^\dagger B/\lambda_n^*$. Using also $\Gamma_Lu_m=-iq_m$,
\begin{equation}
u_n^\dagger\Gamma_Lu_m=-i\left[\frac{u_n^\dagger B^\dagger u_m}{\lambda_m}-\frac{u_n^\dagger Bu_m}{\lambda_n^*}\right]=J_0(n,m)=v_m\delta_{nm}.
\label{UGU}
\end{equation}
Collect these $p$ vectors in $U_p$ and their velocities in the diagonal matrix $V$; then $U_p^\dagger\Gamma_LU_p=V$. Since $\Gamma_L$ is positive semidefinite of rank $p$, write $\Gamma_L=XX^\dagger$ with $X$ of size $N\times p$. The square matrix $Y=X^\dagger U_p$ obeys $Y^\dagger Y=V$, so it is invertible, and
\begin{equation}
YV^{-1}Y^\dagger=Y(Y^\dagger Y)^{-1}Y^\dagger=1 .
\end{equation}
Multiplying by $X$ on the left and $X^\dagger$ on the right gives
\begin{equation}
\Gamma_LU_pV^{-1}U_p^\dagger\Gamma_L=\Gamma_L,
\qquad\text{that is,}\qquad
\sum_{m\ \mathrm{open}}\frac{q_mq_m^\dagger}{v_m}=\Gamma_L .
\label{complete}
\end{equation}

Now sum \eqref{t} over open channels, inserting \eqref{tau}:
\begin{align}
\sum_{nm}|t_{nm}|^2
&=\sum_{nm}\frac{v_n}{v_m}\,\tilde u_n^\dagger G_{RL}q_mq_m^\dagger G_{RL}^\dagger\tilde u_n\nonumber\\
&=\mathrm{Tr}\Big[\Big(\sum_nv_n\tilde u_n\tilde u_n^\dagger\Big)G_{RL}\Big(\sum_m\frac{q_mq_m^\dagger}{v_m}\Big)G_{RL}^\dagger\Big]\nonumber\\
&=\mathrm{Tr}\left[\Gamma_RG_{RL}\Gamma_LG_{RL}^\dagger\right].
\label{result}
\end{align}
The last step uses \eqref{GR} and \eqref{complete}. This proves that the two total transmissions are equal.

The right side depends on the leads through $\Sigma_L$ and $\Sigma_R$ alone, since these also determine $\Gamma_L$ and $\Gamma_R$. In this sense evanescent modes enter only through the self-energy: they add no channel to the sum. It does not follow that they affect only the Hermitian part of $\Sigma$, because \eqref{GR} contains dual vectors.

\section{Removing the evanescent part}

Write $\Sigma_R=\sum_n\lambda_nBu_n\tilde u_n^\dagger$ and keep only the open terms, calling the result $\Sigma_R^o$ and the new Green's function $G'$. From $G'-G=G'(\Sigma_R^o-\Sigma_R)G$, the wave function changes by
\begin{equation}
\delta\psi=-G'\sum_{e}\lambda_eBu_e\tau_e,\qquad \tau_e=\tilde u_e^\dagger\psi_R ,
\label{cut}
\end{equation}
where the source on the right acts in cell $R$. The error is driven by the true evanescent amplitude at the boundary. If $L$ perfect lead cells are inserted before the boundary, this amplitude becomes $\lambda_e^L$ times its former value. The modulus of the amplitude error then falls on average by $|\lambda_e|$ per cell for the slowest mode present, with oscillations from standing waves in $G'$. The error in $T$ has the same envelope. It also depends on the phase of the amplitude error relative to $t$, which changes from cell to cell, so it can change sign as $L$ grows.

The truncation also breaks current conservation. The matrix $i(\Sigma_R^o-\Sigma_R^{o\dagger})$ has the element $i\lambda_pu_e^\dagger Bu_p$ between an evanescent and an open mode, which is not zero in general, whereas the corresponding element of $\Gamma_R$ is zero. With $\Gamma_R$ kept and $G$ replaced by $G'$, the trace need not stay below the number of channels.

\section{A two-orbital lead}

Take identical leads with round model parameters in Ry,
\begin{equation}
H_0=\begin{pmatrix}0&0.05\\0.05&0.30\end{pmatrix},\qquad
B=\begin{pmatrix}-0.10&0.04\\-0.02&-0.08\end{pmatrix},
\end{equation}
and lower the second orbital of one cell by $0.10$ Ry. At $E=0.08$ Ry each direction has one open mode, with $k=2.0656$ and $v=0.18859$ Ry, and one evanescent mode, with $\lambda_e=0.4127$ to the right.

The component ratios $u_2/u_1$ are $\rho=-0.1369+0.1784i$ for the open mode and $\sigma=20.156$ for the evanescent one, which lives mostly on orbital 2. Their overlap is
\begin{equation}
s=\frac{|1+\rho^*\sigma|}{\sqrt{(1+|\rho|^2)(1+\sigma^2)}}=0.1935 .
\end{equation}
The dual vector $\tilde u_p$ is orthogonal to $u_e$ and satisfies $\tilde u_p^\dagger u_p=1$. The part of $u_p$ orthogonal to $u_e$ has squared length $1-s^2$, so $|\tilde u_p|^2=1/(1-s^2)$. By \eqref{GR} the nonzero eigenvalue of $\Gamma_R$ is
\begin{equation}
\frac{v}{1-s^2}=\frac{0.18859}{1-0.03745}=0.1959\ \mathrm{Ry},
\end{equation}
in agreement with the eigenvalue found from the mode-free self-energy. It exceeds $v$ by $3.9\%$ of $v$: this is the evanescent vector acting on $\Gamma_R$. The other eigenvalue is zero to rounding.

Direct matching gives $|t|=0.99845$ and $|r|=0.05573$, so $T=0.99689$, and $|r|^2=0.00311$ completes the unit current. The trace formula gives the same $T$ to all eight printed decimals. For spin-degenerate electrons in linear response at low temperature, the conductance is $(2e^2/h)T=77.24\ \mu$S.

Omitting the evanescent part of $\Sigma_R$ in $G$, with $\Gamma_R$ unchanged, has these effects:
\begin{center}
\begin{tabular}{ccc}
$E$ (Ry) & $T$ & $T$, part omitted\\
$0.00$ & $0.9983$ & $0.9940$\\
$0.08$ & $0.9969$ & $0.9877$\\
$0.12$ & $0.9764$ & $0.9552$\\
$0.14$ & $0.9957$ & $0.9098$
\end{tabular}
\end{center}
The error is $0.9\%$ of $T$ at $0.08$ Ry and $8.6\%$ at $0.14$ Ry. The lower $T$ at $0.12$ Ry is the flank of a zero of $T$ at $0.1291$ Ry, which the table steps over. The zero comes from the bound level of the closed channel. Neglecting all coupling between the orbitals, \eqref{bound} places this level at $0.30-\sqrt{0.16^2+0.10^2}=0.111$ Ry. When all matrix elements between the two orbitals are reduced to a half and then to a quarter, the zero moves to $0.1160$ and $0.1125$ Ry, towards that value.

At $0.08$ Ry, one inserted lead cell turns the truncated result into $1.0048$, above the single-channel limit, which shows the broken conservation directly. Between 8 and 16 inserted cells the amplitude error drops from $7.78\times10^{-6}$ to $6.55\times10^{-9}$, a factor $8.4\times10^{-4}$, and $\lambda_e^8=8.4\times10^{-4}$. So close an agreement is partly an accident of these two lengths, since the error oscillates about the mean decay: between 4 and 8 cells the factor is $0.028$, while $\lambda_e^4=0.029$. A fit over 0 to 19 cells gives $0.4134$ per cell, as \eqref{cut} leads one to expect.

The equality was also tested on 11 random complex systems with four orbitals per cell on the left and three on the right, and up to two open channels. The largest difference in $T$ was $4.2\times10^{-11}$, as listed in the numerical output.

\section{Where the construction fails}

At a band edge $v\to0$, the normalization \eqref{t} and the inverse $V^{-1}$ in \eqref{complete} break down, and the division into right- and left-movers is lost.

The bound-state condition can be seen in a lead whose only nonzero elements are $(H_0)_{12}=(H_0)_{21}=0.3$, $B_{12}=1$ and $B_{21}=0.2$, in units of $B_{12}$. At $E=0$ the vector $u=(0,1)^T$ satisfies the second row of \eqref{mode}, and the first row requires
\begin{equation}
0.3+\lambda+0.2\lambda^{-1}=0,\qquad \lambda^2+0.3\lambda+0.2=0 .
\end{equation}
The roots are complex conjugates with $|\lambda|^2=0.2$, so both modes decay to the right. They share one vector, and $U_+$ is singular. The difference of the two solutions vanishes in the cell before the surface and is the bound state of the terminated lead. At $E=0.05$ the smallest singular value of $U_+$ is $0.033$, and \eqref{SR} can be used again. Both energies lie in a gap of this lead, where no channel is open. The example therefore shows only the failure of \eqref{SR}: $\Sigma_R$ has a pole at the energy of the bound state.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random cases tested: 11; most open channels: 2
largest |T_match - T_trace|, random cases: 4.2e-11
largest relative error of identities: 5.0e-11
surface-state lead, smallest |level|: 8.9e-16
smallest singular value of U, E=0: 0.0e+00
smallest singular value of U, E=0.05: 0.0331
H0 (Ry): [[0.0, 0.05], [0.05, 0.3]]
B (Ry): [[-0.1, 0.04], [-0.02, -0.08]]
lowering of orbital 2 in altered cell: 0.10 Ry
worked energy E: 0.08 Ry
propagating mode k: 2.06556 rad per cell
velocity v = dE/dk: 0.188585 Ry
velocity from band difference: 0.188585 Ry
evanescent lambda: 0.41265 +0.00000i
propagating u2/u1: -0.13685 +0.17841i
evanescent u2/u1: 20.15632 -0.00000i
overlap |<u_p|u_e>|: 0.19352
Sigma_R[1,1]: 0.046330 -0.097721i Ry
Sigma_R[1,2]: 0.012160 +0.004848i Ry
Sigma_R[2,1]: 0.012160 +0.004848i Ry
Sigma_R[2,2]: -0.034025 -0.000241i Ry
Gamma_R eigenvalues: 3.9e-15, 0.195922 Ry
|t|: 0.998446   |r|: 0.055732
T by matching: 0.99689391
T by trace:    0.99689391
reflection R:  0.00310609
conductance (2e^2/h)T: 77.2403 microsiemens
E (Ry) | T matching | T trace | T without evanescent Sigma_R
 -0.10 | 0.998404 | 0.998404 | 0.995898
  0.00 | 0.998250 | 0.998250 | 0.994048
  0.04 | 0.997925 | 0.997925 | 0.992183
  0.08 | 0.996894 | 0.996894 | 0.987747
  0.10 | 0.994913 | 0.994913 | 0.981598
  0.12 | 0.976390 | 0.976390 | 0.955238
  0.14 | 0.995738 | 0.995738 | 0.909785
extra cells | T without evanescent Sigma_R | amplitude change
 0 | 0.98774702 | 8.27e-03
 1 | 1.00482767 | 4.02e-03
 2 | 0.99540754 | 1.60e-03
 4 | 0.99744998 | 2.78e-04
 8 | 0.99688915 | 7.78e-06
16 | 0.99689392 | 6.55e-09
fitted decay factor per cell: 0.4134
|lambda_e|: 0.4127
\end{verbatim}
